# Norm Conservation for the Radial Dirac Equation and Its Pseudopotentials

## First half: the energy slope of Q/P

### A difference that the boundary value does not explain

Two pseudopotentials replace the inner part of the same heavy model ion. At the energy $-5$ eV both reproduce the ratio of the small to the large radial Dirac component at the core radius, 196 pm, where it equals $-2.2223\times10^{-3}$. When the energy is raised by 0.5 eV, the first misses the ratio of the original ion by $8.9\times10^{-7}$ and the second by $9.1\times10^{-5}$, about a hundred times more. Both are smooth inside the core radius, and neither gives the large component a node there. What separates them is the amount of electron density enclosed by the core radius. In units of the squared large component at that radius, the ion and the first pseudopotential enclose 103.13 pm, and the second encloses 134.15 pm.

The explanation is an identity of the radial Dirac equation: the enclosed density fixes the first energy derivative of the ratio. Its derivation needs the radial equations, with their signs, and the behaviour of the solution at the origin.

### Radial equations and phase convention

An electron of mass $m$ moves in a spherical potential energy $V(r)$. The potential is local, does not depend on energy, and is held fixed while the energy is varied. In a self-consistent mean-field calculation this means that the density is not updated during the variation. The energy $E$ excludes the rest energy, so the Dirac equation reads

$$
\left[c\,\boldsymbol\alpha\cdot\mathbf p+\beta mc^2+V(r)\right]\psi=(E+mc^2)\psi .
$$

For a state of definite angular momentum and parity, write

$$
\psi=\frac1r\begin{pmatrix}P(r)\,\chi_\kappa\\ iQ(r)\,\chi_{-\kappa}\end{pmatrix}.
$$

The $\chi_\kappa$ are normalized spin-angle functions. The quantum number is $\kappa=-(l+1)$ for $j=l+\tfrac12$ and $\kappa=l$ for $j=l-\tfrac12$. Thus $\kappa=-1$ is the $s_{1/2}$ channel. The factor $i$ allows $P$ and $Q$ to be real. Integrating $\psi^\dagger\psi$ over the angles and multiplying by $r^2$ gives the radial density $P^2+Q^2$.

The momentum term is reduced with $\sigma_r=\boldsymbol\sigma\cdot\hat{\mathbf r}$. Since $\sigma_r^2=1$, and since a product of two Pauli projections is a scalar product plus $i\boldsymbol\sigma$ times a vector product,

$$
\boldsymbol\sigma\cdot\mathbf p
=\sigma_r\,(\sigma_r\,\boldsymbol\sigma\cdot\mathbf p)
=-i\hbar\,\sigma_r\left(\frac{\partial}{\partial r}-\frac{\boldsymbol\sigma\cdot\mathbf L}{\hbar r}\right).
$$

Two properties of $\chi_\kappa$ are needed. First, $\boldsymbol\sigma\cdot\mathbf L$ has the eigenvalue $\hbar[j(j+1)-l(l+1)-\tfrac34]$, which is $\hbar l$ for $j=l+\tfrac12$ and $-\hbar(l+1)$ for $j=l-\tfrac12$. Both are equal to $-\hbar(\kappa+1)$. Second, $\sigma_r$ commutes with the total angular momentum and reverses parity. It therefore turns $\chi_\kappa$ into $\chi_{-\kappa}$ up to a phase, which is chosen so that $\sigma_r\chi_\kappa=-\chi_{-\kappa}$. Then

$$
\boldsymbol\sigma\cdot\mathbf p\,\frac Pr\chi_\kappa
=i\hbar\left[\left(\frac Pr\right)'+\frac{\kappa+1}{r}\frac Pr\right]\chi_{-\kappa}
=\frac{i\hbar}{r}\left(P'+\frac\kappa rP\right)\chi_{-\kappa}.
$$

A prime is a derivative with respect to $r$. The term $-P/r^2$ from differentiating $1/r$ has cancelled the 1 in $\kappa+1$.

In the lower row of the Dirac equation this expression, times $c$, equals $(E-V+2mc^2)\,iQ\,\chi_{-\kappa}/r$. In the upper row the same formula is used with $\kappa\to-\kappa$ and $P\to iQ$. The two factors $i$ give a minus sign, and the rest energies cancel:

$$
-\hbar c\left(Q'-\frac\kappa rQ\right)=(E-V)P .
$$

The radial equations are therefore

$$
P'=-\frac\kappa rP+\frac{E-V+2mc^2}{\hbar c}\,Q, \tag{1}
$$

$$
Q'=\frac\kappa rQ-\frac{E-V}{\hbar c}\,P . \tag{2}
$$

If the opposite sign is chosen for $Q$, the sign of $Q/P$ changes, and so does the sign of the identity below. An implementation should first compare its own radial equations with (1) and (2).

### Differentiating with respect to energy

A dot denotes $\partial/\partial E$ at fixed $r$. The regular solution is taken with a fixed leading coefficient at the origin, which makes it a smooth function of $E$. The derivatives in $r$ and $E$ can then be exchanged. The energy occurs explicitly once in each radial equation, so differentiation adds one source term to each:

$$
\dot P'=-\frac\kappa r\dot P+\frac{E-V+2mc^2}{\hbar c}\dot Q+\frac{Q}{\hbar c},
\qquad
\dot Q'=\frac\kappa r\dot Q-\frac{E-V}{\hbar c}\dot P-\frac{P}{\hbar c}.
$$

The combination to follow is

$$
W=P\dot Q-Q\dot P ,
$$

because it contains the derivative of the ratio:

$$
\frac{\partial}{\partial E}\left(\frac QP\right)=\frac{P\dot Q-Q\dot P}{P^2}=\frac{W}{P^2}. \tag{3}
$$

Its radial derivative is $W'=P'\dot Q+P\dot Q'-Q'\dot P-Q\dot P'$. For brevity let $A=(E-V+2mc^2)/(\hbar c)$ and $B=(E-V)/(\hbar c)$. The four products are

$$
\begin{aligned}
P'\dot Q&=-\frac\kappa rP\dot Q+AQ\dot Q,\\
P\dot Q'&=+\frac\kappa rP\dot Q-BP\dot P-\frac{P^2}{\hbar c},\\
-Q'\dot P&=-\frac\kappa rQ\dot P+BP\dot P,\\
-Q\dot P'&=+\frac\kappa rQ\dot P-AQ\dot Q-\frac{Q^2}{\hbar c}.
\end{aligned}
$$

In the sum, the $\kappa$ terms cancel between lines one and two and between lines three and four. The $A$ terms cancel between lines one and four, and the $B$ terms between lines two and three. The source terms are left:

$$
W'=-\frac{P^2+Q^2}{\hbar c}. \tag{4}
$$

Neither the potential nor the mass appears explicitly in (4). They act through the shape of $P$ and $Q$. Both squares enter with the same sign because $E$ multiplies the unit matrix in the Dirac equation, and so weights both components equally.

### The value at the origin

Integrating (4) from zero requires $W(0)$. Near a point nucleus of charge number $Z$, the potential tends to $-Z\alpha\hbar c/r$, where $\alpha=e^2/(4\pi\varepsilon_0\hbar c)$ is the fine-structure constant. Insert $P=ar^\gamma$ and $Q=br^\gamma$ into (1) and (2) and keep the terms of order $r^{\gamma-1}$:

$$
(\gamma+\kappa)a=Z\alpha\,b,\qquad(\gamma-\kappa)b=-Z\alpha\,a .
$$

Multiplying the two equations gives $\gamma^2-\kappa^2=-Z^2\alpha^2$. The regular solution has the positive root,

$$
\gamma=\sqrt{\kappa^2-Z^2\alpha^2},\qquad \frac ba=\frac{\kappa+\gamma}{Z\alpha}.
$$

This requires $Z\alpha<|\kappa|$. Neither $\gamma$ nor $b/a$ contains the energy. With $a$ fixed, $E$ first appears in terms smaller by one power of $r$. Thus $\dot P$ and $\dot Q$ are of order $r^{\gamma+1}$, $W$ is of order $r^{2\gamma+1}$, and $W(0)=0$.

For a nucleus of finite size, or for a smooth pseudopotential, $V(0)$ is finite. If $\kappa<0$, the regular solution begins as

$$
P=r^{|\kappa|},\qquad Q=-\frac{E-V(0)}{(2|\kappa|+1)\hbar c}\,r^{|\kappa|+1}. \tag{5}
$$

The denominator follows from (2): $Q'-\kappa Q/r$ multiplies the power $r^{|\kappa|+1}$ by $(|\kappa|+1+|\kappa|)/r$. If $\kappa>0$, the roles are exchanged. Then $Q=r^\kappa$, and (1) gives $P=[E-V(0)+2mc^2]\,r^{\kappa+1}/[(2\kappa+1)\hbar c]$. In both cases $W$ is of order $r^{2|\kappa|+1}$ and vanishes at the origin.

### The identity

Define the enclosed norm

$$
N=\int_0^R(P^2+Q^2)\,dr .
$$

Integration of (4) from 0 to $R$, together with (3), gives

$$
P(R)^2\left.\frac{\partial}{\partial E}\frac QP\right|_R=-\frac{1}{\hbar c}\int_0^R(P^2+Q^2)\,dr=-\frac{N}{\hbar c}. \tag{6}
$$

Here $E$ need not be an eigenvalue. Outward integration to $R$ uses the potential inside $R$ alone, so the behaviour at large distance does not enter.

The result does not depend on normalization. If $P$ and $Q$ are multiplied by an energy-dependent factor $f(E)$, then $W$ becomes

$$
fP(f\dot Q+\dot fQ)-fQ(f\dot P+\dot fP)=f^2W,
$$

and $N$ also acquires the factor $f^2$. The normalized quantity

$$
n=\frac{N}{P(R)^2}
$$

is a length, and in terms of it $\partial(Q/P)/\partial E=-n/(\hbar c)$.

Since $n>0$, the ratio falls as the energy rises, except at energies where $P(R)=0$ and the ratio has a pole. Close to such an energy the reciprocal is the better variable:

$$
\frac{\partial}{\partial E}\left(\frac PQ\right)=\frac{\dot PQ-P\dot Q}{Q^2}=-\frac{W}{Q^2}=+\frac{N}{\hbar c\,Q(R)^2}. \tag{7}
$$

This remains finite at a node of $P$, because $P$ and $Q$ cannot vanish together at $R>0$: equations (1) and (2) would then make both zero everywhere.

The physical content is a response to a shift of the potential. Equations (1) and (2) contain $E-V$ alone, so raising $E$ by $\delta E$ has the same effect at $R$ as lowering the whole inner potential by $\delta E$. If $V$ is instead changed by a small $\delta V(r)$, each source term is multiplied by $-\delta V(r)$ in place of $\delta E$. To first order,

$$
\delta\left(\frac QP\right)_R=\frac{1}{\hbar c\,P(R)^2}\int_0^R\delta V(r)\,(P^2+Q^2)\,dr .
$$

The boundary ratio responds most where the density is high.

### Conditions on the potential

If $V$ depends on energy, $E-V$ changes at the rate $1-\partial V/\partial E$. The integrand in (6) is then multiplied by this factor, and the ordinary norm no longer gives the slope.

A separate local potential for each $\kappa$ is allowed, because (1) and (2) treat one $\kappa$ at a time. A nonlocal potential is also allowed if it is real, symmetric, independent of energy and confined to $r<R$, and if the solution remains regular enough that $W(0)=0$. Its contribution to the integral of $W'$ is

$$
\frac{1}{\hbar c}\int_0^R\left[P(\hat V\dot P)-\dot P(\hat VP)+Q(\hat V\dot Q)-\dot Q(\hat VQ)\right]dr,
$$

which vanishes by symmetry. If the kernel reaches beyond $R$, the symmetric partner of part of the integral is missing, and this argument fails.

### Numerical size in a heavy model ion

The model ion has round parameters and represents no particular element:

$$
V(r)=-\frac{\alpha\hbar c}{r}\left[1+\frac{Z-1}{(1+r/d)^2}\right],\qquad Z=80,\quad d=15\ \text{pm}. \tag{8}
$$

The electron sees the full charge 80 at the nucleus and the charge 1 far away. With $\hbar c=197327$ eV pm, equations (1) and (2) were integrated outward in the variable $\ln r$ by an adaptive eighth-order Runge–Kutta method. The integrals of $P^2$ and $Q^2$ were carried along as two further unknowns. Integration began at $10^{-5}$ pm with the point-nucleus ratio $b/a$.

For each case below, $R$ is the first extremum of $P$ beyond 60 pm. The slope $\partial(Q/P)/\partial E$ was obtained from solutions at four neighbouring energies,

$$
\dot f(E)\simeq\frac{f(E-2h)-8f(E-h)+8f(E+h)-f(E+2h)}{12h}, \tag{9}
$$

with $h=0.1$ eV, or $h=10$ eV for the last row. The value $-n/(\hbar c)$ from the enclosed norm agrees with it in all the digits shown.

| $\kappa$ | $E$ (eV) | $R$ (pm) | slope ($10^{-4}$ eV$^{-1}$) | $Q^2$ share of $N$ |
|---:|---:|---:|---:|---:|
| $-1$ | $-5$ | 163.09 | $-2.64517$ | $1.0\times10^{-4}$ |
| $1$ | 20 | 137.38 | $-2.17815$ | $2.6\times10^{-4}$ |
| $-2$ | 20 | 61.03 | $-0.94190$ | $7.5\times10^{-4}$ |
| $2$ | 20 | 92.46 | $-1.51773$ | $3.6\times10^{-4}$ |
| $-1$ | 50000 | 61.69 | $-1.59295$ | $4.9\times10^{-2}$ |

At valence energies, omitting $Q^2$ would change the slope by less than one part in a thousand in these cases. At 50 keV it would remove 4.9% of the slope. A free wave gives the scale of this share. Its averaged squares have the ratio $Q^2:P^2=E:(E+2mc^2)$, so $Q^2$ contributes $E/[2(E+mc^2)]$, or 4.5% at 50 keV. The attractive potential makes $E-V$ larger than $E$, and this raises the local estimate, in the direction of the computed value.

## Second half: use in pseudopotentials

### Symbols and results carried over

The large and small radial components $P$ and $Q$ obey (1) and (2), with $E$ measured from the rest energy. Write

$$
u=\frac QP,\qquad k=E-V,\qquad n=\frac{1}{P(R)^2}\int_0^R(P^2+Q^2)\,dr .
$$

For a regular solution in a local potential that does not depend on energy, the first half gives

$$
\left.\frac{\partial u}{\partial E}\right|_R=-\frac{n}{\hbar c}. \tag{10}
$$

The subscript $R$ denotes a value at the core radius. The numerical reference is the regular solution for $\kappa=-1$ and $E_0=-5$ eV in the model ion (8). This energy was chosen as a round number and is not claimed to be a bound level.

The first extremum of $P$ beyond 60 pm lies at 163.09 pm. The core radius is 1.2 times this distance, rounded to $R=196$ pm. Inside it $P$ has five nodes. Outward integration gives $V(R)=-10.280$ eV, $u_R=-2.22230\times10^{-3}$ and $n=103.135$ pm. Hence

$$
\left.\frac{\partial u}{\partial E}\right|_R=-\frac{103.135\ \text{pm}}{197327\ \text{eV pm}}=-5.2266\times10^{-4}\ \text{eV}^{-1},
$$

or $-3.2622\times10^{15}$ J$^{-1}$. The energy difference formula (9) gives the same value to these digits. For the reciprocal ratio, (7) gives $n/(\hbar c\,u_R^2)=105.83$ eV$^{-1}$.

### The logarithmic derivative of the large component

Many atomic programs match $P'/P$ instead of $Q/P$. The two are related by (1) divided by $P$:

$$
\frac{P'}{P}=-\frac\kappa r+\frac{k+2mc^2}{\hbar c}\,u .
$$

Both $k$ and $u$ depend on energy, and $\partial k/\partial E=1$. The product rule and (10) give, at $R$,

$$
\frac{\partial}{\partial E}\frac{P'}{P}
=\frac{u_R}{\hbar c}-\frac{k_R+2mc^2}{(\hbar c)^2}\,n . \tag{11}
$$

The slope of $P'/P$ is therefore not fixed by the enclosed norm alone. It also contains the boundary ratio and the local value of $k$.

In the example $k_R=-5+10.280=5.280$ eV and $2mc^2=1.021998\times10^6$ eV. The first term of (11) is $-1.13\times10^{-8}$ and the second is $-2.70698\times10^{-3}$, both in pm$^{-1}$ eV$^{-1}$. Their sum is $-2.70699\times10^{-3}$ in that unit. The same value follows from numerical differentiation alone. For this, $P'$ was formed from values of $P$ at $R\pm1$ pm and $R\pm2$ pm, with the weights of (9), and the energy difference was then applied to $P'/P$.

### The Schrödinger limit

Let $c\to\infty$ with $E$, $V$ and $r$ fixed. Equation (1) then gives

$$
Q\simeq\frac{\hbar}{2mc}\left(P'+\frac\kappa rP\right).
$$

Thus $Q$ is of order $1/c$, and $Q^2$ drops out of $n$. The first term of (11) is of order $1/c^2$, while $(k+2mc^2)/(\hbar c)^2$ tends to $2m/\hbar^2$. The result is

$$
\frac{\partial}{\partial E}\frac{P'}{P}\to-\frac{2m}{\hbar^2P(R)^2}\int_0^RP^2\,dr . \tag{12}
$$

To see that $P$ then obeys the Schrödinger equation, differentiate $P'+\kappa P/r=2mcQ/\hbar$ and insert (2):

$$
P''+\frac\kappa rP'-\frac{\kappa}{r^2}P
=\frac\kappa r\left(P'+\frac\kappa rP\right)-\frac{2m}{\hbar^2}(E-V)P .
$$

The terms in $P'$ cancel, which leaves

$$
P''=\left[\frac{\kappa(\kappa+1)}{r^2}-\frac{2m}{\hbar^2}(E-V)\right]P .
$$

Both assignments of $\kappa$ give $\kappa(\kappa+1)=l(l+1)$, so this is the radial Schrödinger equation, and (12) is its norm-conservation identity.

### Which norm a Schrödinger-type pseudopotential needs

A pseudopotential made from a Dirac atom may be meant for a Schrödinger equation. Its function obeys (12) with its own normalized enclosed norm $n_S$. If it is to have the energy slope (11) of the Dirac large component, then

$$
\frac{2m}{\hbar^2}\,n_S=\frac{k_R+2mc^2}{(\hbar c)^2}\,n-\frac{u_R}{\hbar c}.
$$

Multiplication by $\hbar^2/(2m)=(\hbar c)^2/(2mc^2)$ gives

$$
n_S=\left(1+\frac{k_R}{2mc^2}\right)n-\frac{\hbar}{2mc}\,u_R . \tag{13}
$$

In the example the two corrections, relative to $n$, are

$$
\frac{k_R}{2mc^2}=5.17\times10^{-6},\qquad
-\frac{\hbar u_R}{2mc\,n}=4.16\times10^{-6}.
$$

They add to $9.33\times10^{-6}$. By comparison, $Q^2$ supplies $6.47\times10^{-5}$ of the enclosed norm. The target in (13) is thus closer to the integral of $P^2+Q^2$ than to the integral of $P^2$ alone. The large component carries the matching condition, but the small component deep in the core still contributes to its energy slope.

These corrections are small here because $|k_R|$ is small beside $2mc^2$, and because the length $\hbar|u_R|/(2mc)$, about $4\times10^{-4}$ pm, is small beside $n$. Equation (13) matches the slope at $R$ and nothing else. Outside $R$ the Schrödinger and Dirac equations still differ, and (13) does not remove that difference.

### What equal norm guarantees

Now let the pseudopotential belong to a Dirac equation. It equals the reference potential for $r>R$, and at $E_0$ it gives the same $u_R$. Equations (1) and (2) are of first order, so $P(R)$ and $Q(R)$ determine the solution outside. The two outer solutions then agree at $E_0$ up to a common factor. If the reference is a bound state, the pseudopotential has a bound state at the same energy.

For another energy $E=E_0+\delta$, expand the difference of the two boundary ratios. The zeroth-order terms cancel by construction. Equation (10) gives the first-order term, and its energy derivative gives the second:

$$
u_{\rm ps}-u_{\rm ref}
=-\frac{n_{\rm ps}-n_{\rm ref}}{\hbar c}\,\delta
-\frac{1}{2\hbar c}\,\frac{\partial(n_{\rm ps}-n_{\rm ref})}{\partial E}\,\delta^2+O(\delta^3). \tag{14}
$$

All coefficients are taken at $R$ and $E_0$. Equal norm removes the first-order term. It does not remove the second, because the two norms may change at different rates with energy.

The expansion requires that $P(R)$ have no zero between the two energies in either solution. Near such an energy, $P/Q$ should be compared instead.

### Finding the potential from a chosen ratio

A nodeless solution can be built by choosing $u(r)$ at $E_0$ and calculating the potential from it. From (1) and (2),

$$
\begin{aligned}
u'&=\frac{Q'}{P}-u\,\frac{P'}{P}\\
&=\frac{\kappa u}{r}-\frac{k}{\hbar c}-u\left(-\frac\kappa r+\frac{k+2mc^2}{\hbar c}u\right)\\
&=\frac{2\kappa u}{r}-\frac{k}{\hbar c}-\frac{k+2mc^2}{\hbar c}\,u^2 .
\end{aligned} \tag{15}
$$

This Riccati equation is differential in $u$ but algebraic in $k$. Collecting the terms with $k$ gives

$$
E_0-V(r)=k(r)=\frac{\hbar c}{1+u^2}\left[\frac{2\kappa u}{r}-u'-\frac{2mc}{\hbar}u^2\right]. \tag{16}
$$

The denominator is at least 1, so a smooth $u$ with finite $u/r$ gives a finite potential.

For $\kappa=-1$, let $x=r/R$ and choose

$$
u(r)=u_R\,x\left[1+s(1-x^2)+t(1-x^2)^2\right]. \tag{17}
$$

This has the required value at $R$ for any $s$ and $t$. Near the origin $u=ar$, with $a=u_R(1+s+t)/R$, and the bracket in (16) becomes $-2a-a=-3a$. Hence

$$
V(0)=E_0+\frac{3\hbar c\,u_R}{R}(1+s+t). \tag{18}
$$

This agrees with the regular series (5) for $|\kappa|=1$.

The parameter $s$ makes $V$ continuous at $R$. At $x=1$ the derivative of the bracket in (17) is $-2s$, so $Ru'_R/u_R=1-2s$. Equation (15), taken at $R$ with the reference value $k_R$, gives the same quantity:

$$
\frac{Ru'_R}{u_R}=-2-\frac{Rk_R}{\hbar c\,u_R}-\frac{R(k_R+2mc^2)u_R}{\hbar c}.
$$

The three terms are $-2$, $+2.360$ and $+2.256$. Their sum is 2.616, and therefore $s=(1-2.616)/2=-0.808$.

### Fixing the norm

For $\kappa=-1$, equation (1) reads $P'/P=1/r+(k+2mc^2)u/(\hbar c)$. Integration from $r$ to $R$ gives

$$
P(r)=P(R)\,\frac rR\exp\left[-\int_r^R\frac{k(r')+2mc^2}{\hbar c}\,u(r')\,dr'\right]. \tag{19}
$$

The exponential is positive, so $P$ has no node for $0<r\le R$.

The effect of $t$ is easiest to see when $|k|\ll2mc^2$ and $u^2\ll1$. Keep the rest-energy term in the exponent. The part of (17) proportional to $t$ requires

$$
\int_x^1x'(1-x'^2)^2\,dx'=\frac{(1-x^2)^3}{6},
$$

and contributes

$$
-\frac{2mcR\,u_R}{\hbar}\,\frac{t(1-x^2)^3}{6}
$$

to the exponent. Since $u_R<0$ here, raising $t$ increases $P$ everywhere inside $R$ relative to $P(R)$. In this approximation the norm grows steadily with $t$, from zero for $t\to-\infty$ to infinity for $t\to+\infty$. Within the approximation one value of $t$ gives the required norm. The limits themselves lie outside its range, since $u^2\ll1$ fails once $|t|$ is of order $10^3$. Farther out the norm of the full equations is no longer monotonic in $t$, and a second root appears near $t=-7\times10^6$, where $V(0)$ is tens of MeV and the potential is of no practical use.

In the calculation the full equations were used. For each trial $t$, the Dirac equation was integrated in the potential (16), starting at $10^{-3}$ pm with the series (5). A bracketing root search then made the enclosed norm equal to the reference value. It gave $t=-2.283$. For comparison, a second potential was made with $t=-0.283$, so that its ratio at $R$ is still correct but its norm is not. Equation (18), with $3\hbar c\,u_R/R=-6.712$ eV, gives the values at the origin:

- With $t=-2.283$, $1+s+t=-2.091$. Hence $V(0)=9.04$ eV and $n=103.135$ pm.
- With $t=-0.283$, $1+s+t=-0.091$. Hence $V(0)=-4.39$ eV and $n=134.154$ pm.

The first potential has a repulsive centre. Since both potentials give the same ratio at $R$, the one that is higher near the centre must be lower further out: at 150 pm the first lies 2.9 eV below the second. The two changes together move density outward and lower the enclosed norm to that of the reference. The second encloses 30% too much, relative to the reference.

The form (17) makes $V$ continuous at $R$, but in general not its slope. By (16), $V'$ contains $u''$, and at $R$ the term with $t$ contributes to $u''$. If a continuous slope is needed, $t$ can be set by that condition, and a further term $(1-x^2)^3$ in the bracket can adjust the norm. The new term leaves $u$, $u'$ and $u''$ at $R$ unchanged.

### Errors away from the reference energy

The table gives $u_{\rm ps}-u_{\rm ref}$ at $R$, from outward integration at each shifted energy. The potentials themselves are kept fixed.

| $\delta$ (eV) | equal norm ($10^{-6}$) | unequal norm ($10^{-6}$) |
|---:|---:|---:|
| $-2.0$ | $-8.51$ | $188.4$ |
| $-1.0$ | $-2.58$ | $120.2$ |
| $-0.5$ | $-0.715$ | $68.5$ |
| $0.5$ | $-0.890$ | $-90.9$ |
| $1.0$ | $-4.00$ | $-212.0$ |
| $2.0$ | $-20.6$ | $-595.7$ |

For the unequal norm, the first-order coefficient in (14) is

$$
-\frac{134.154-103.135}{197327}\ \text{eV}^{-1}=-1.572\times10^{-4}\ \text{eV}^{-1}.
$$

At $\delta=0.5$ eV it predicts $-78.6\times10^{-6}$, while the computed error is $-90.9\times10^{-6}$. At $-0.5$ eV the prediction is $+78.6\times10^{-6}$ and the computed error is $+68.5\times10^{-6}$. Both computed values lie below the linear prediction, as a negative second-order term requires. The change of sign with $\delta$ marks the first-order error.

For the equal norm, the error has the same sign on both sides of $E_0$. The mean of its values at $\pm0.5$ eV removes the odd orders and is $-0.803\times10^{-6}$. Division by $\delta^2=0.25$ eV$^2$ gives a second-order coefficient of about $-3.2\times10^{-6}$ eV$^{-2}$. By (14),

$$
\frac{\partial(n_{\rm ps}-n_{\rm ref})}{\partial E}
\simeq2\times197327\times3.2\times10^{-6}
\simeq1.3\ \text{pm eV}^{-1}.
$$

The two norms are equal at $E_0$, but that of the pseudopotential grows faster with energy. This is the source of the remaining second-order error.

Relative to $|u_R|$ at $E_0$, the errors at $+0.5$ eV are 0.04% with equal norm and 4.1% without it. At $+2$ eV they are 0.9% and 27%. The advantage falls from a factor of about 100 to about 29, mainly because the second-order error grows faster than the first-order one. The leading terms of (14) alone would give factors of 99 and 25. At $+2$ eV the higher terms already supply a large part of both errors: the leading terms are $-12.7\times10^{-6}$ and $-314\times10^{-6}$. Norm conservation at one energy therefore does not set the width of the usable energy range. That width depends on the higher terms in (14), and has to be found by comparing boundary ratios over the energies for which the pseudopotential is intended.
